# The Blöchl-Parrinello estimate of the adiabatic fictitious kinetic energy, part 2

In Car-Parrinello (CP) dynamics, orbitals $\psi_i$ of fictitious mass $\mu$ need a kinetic energy $K=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle$ to follow ions of mass $M$ at temperature $T$. The problem is where to place the target $E_0$ of the electronic thermostat. Hartree atomic units are used, with atu the unit of time; $i$ runs over $N$ spin orbitals of occupation 1.

The rigid-orbital (Blöchl-Parrinello) estimate and the adiabatic value, for motion on the Born-Oppenheimer (BO) surface of energy $E_{\rm BO}$, are

$$E_{\rm BP}=2k_BT\,\frac{\mu}{M}\,T_s,\qquad T_s=\sum_i\langle\psi_i|-\tfrac12\nabla^2|\psi_i\rangle .\tag{1}$$

$$E_{\rm ad}=\mu\,\frac{k_BT}{M}\sum_{I,a}g_{Ia,Ia},\qquad g_{Ia,Jb}={\rm Re}\sum_i\Big\langle\frac{\partial\psi_i}{\partial R_{Ia}}\Big|\,Q\,\Big|\frac{\partial\psi_i}{\partial R_{Jb}}\Big\rangle,\tag{2}$$

where $I,J$ label ions, $a,b$ directions, and $Q$ projects on the empty states. The thermostat friction $\dot x$ obeys $Q_e\ddot x=2(K-E_0)$, so over a time $\tau$

$$\overline K-E_0=\frac{Q_e\,[\dot x(\tau)-\dot x(0)]}{2\tau}.\tag{4}$$

For a separated atom, $G_{ab}=\sum_i\langle\partial_a\psi_i|\partial_b\psi_i\rangle$ has trace $2T_s$, and

$$g_{aa}=G_{aa}-\sum_{ij}|\langle\psi_j|\partial_a\psi_i\rangle|^2\le G_{aa}.\tag{7}$$

For two atoms and one direction, with $g_{\rm tr}$ for a common translation and $g_{\rm rel}$ for opposite displacements,

$$g_{11}+g_{22}=\tfrac12(g_{\rm tr}+g_{\rm rel}).\tag{8}$$

For one coordinate $R$, with $a$ now an empty eigenstate,

$$g=\sum_{ai}|d_{ai}|^2,\qquad d_{ai}=-\frac{\langle a|\partial_RH|i\rangle}{\varepsilon_a-\varepsilon_i}.\tag{9}$$

With $\psi'$ the ground-state orbitals at $R+\delta$ and $S_{ij}=\langle\psi_i|\psi'_j\rangle$,

$$g\,\delta^2=N-{\rm tr}\,SS^\dagger+O(\delta^3).\tag{10}$$

For real, rigidly translated orbitals, $\|\psi'_i-\psi_i\|^2=2-2S_{ii}=G\,\delta^2$ to leading order.

For independent electrons, BO energy $\frac12kR^2$, empty-state amplitudes $c$, $\Delta\varepsilon=\varepsilon_a-\varepsilon_i$ and constant friction $\dot x=\gamma$,

$$\ddot c+\gamma\dot c+\Omega^2(c-dR)=0,\quad\Omega^2=\frac{\Delta\varepsilon}{\mu};\qquad M\ddot R=-kR+2\sum\Delta\varepsilon\,d\,(c-dR).\tag{11}$$

Slowly following orbitals add a mass $\Delta M=2\mu g$ to the ion. Then $K/K_{\rm ion}=\Delta M/M$, with $K_{\rm ion}$ the ionic kinetic energy, $\omega^2=k/(M+\Delta M)$, and weak friction drains energy at the rate $\gamma\Delta M/(M+\Delta M)$. Rigid values have $G$ in place of $g$. The matrix $A_{ij}=\langle\psi_i|\dot\psi_j\rangle$, distinct from the drive amplitude $A$ below, stays zero for orbitals started at rest.

**Driven response.** Prescribe $R=A\sin\omega t={\rm Im}\,Ae^{i\omega t}$ and set $c={\rm Im}\,\tilde c\,e^{i\omega t}$ in (11):

$$\tilde c=\frac{dA\,\Omega^2}{\Omega^2-\omega^2+i\gamma\omega},\qquad\tilde c-dA=\frac{dA\,(\omega^2-i\gamma\omega)}{\Omega^2-\omega^2+i\gamma\omega}.$$

The cycle average of a squared sinusoid is half the squared modulus. With $D=(\Omega^2-\omega^2)^2+\gamma^2\omega^2$,

$$\langle K\rangle=\tfrac12\mu A^2\omega^2\sum\frac{d^2\Omega^4}{D},\qquad\langle E-E_{\rm BO}\rangle=\tfrac12A^2\sum\Delta\varepsilon\,d^2\,\frac{\omega^4+\gamma^2\omega^2}{D}.\tag{13}$$

For $\omega^2\ll\Omega^2$ and $\gamma\omega\ll\Omega^2$, $D\to\Omega^4$ and $\langle K\rangle\to\frac12\mu gA^2\omega^2=E_{\rm ad}$. Expanding $\Omega^4/D$ and denoting by $[\cdot]$ the average over modes with weight $d^2/g$,

$$\frac{\langle K\rangle}{E_{\rm ad}}\simeq1+2\omega^2[\Omega^{-2}]-\gamma^2\omega^2[\Omega^{-4}],\qquad\frac{\langle E-E_{\rm BO}\rangle}{E_{\rm ad}}\simeq(\omega^2+\gamma^2)[\Omega^{-2}].\tag{14}$$

Mode by mode the ratio of the two expressions in (13) is $(\omega^2+\gamma^2)/\Omega^2$. When the gap closes, modes with $\Omega\lesssim\omega$ appear. They are resonant near $\Omega=\omega$. For $\Omega\ll\omega$ they do not follow: $\tilde c/(dA)\to0$, while $\tilde c$ itself stays finite at fixed coupling, because $d$ in (9) grows as $1/\Delta\varepsilon$. Equation (2) then loses its meaning for these modes. Equation (1) can still be computed, but it does not describe their motion.

## Placing the target

The following uses (4) together with the constant-friction results; the Nosé feedback loop itself is not simulated. The estimates assume that $\dot x$ changes little over an ionic period. For a small $Q_e$, where $\dot x$ follows the oscillation of $K$, the excess energy can differ markedly from the values given below.

*Target below $E_{\rm ad}$.* While the orbitals follow the ions, $K>E_0$ on average and $\dot x$ grows. Free ions are cooled at the rate $\gamma\Delta M/(M+\Delta M)$, and since $K=(\Delta M/M)K_{\rm ion}$, equation (4) then ties the ionic kinetic energy to $E_0M/\Delta M$. If an ionic thermostat holds $T$, $K$ can fall through the lag of the orbitals. By (13) a sizable reduction needs $\gamma\omega\sim\Omega^2$, at which point the excess energy is about $\gamma^2/\Omega^2\sim\Omega^2/\omega^2$ times $K$, a large factor.

*Target above $E_{\rm ad}$.* Now $\dot x$ turns negative. Free solutions of (11) vary as $e^{-\gamma t/2}\cos\Omega t$ for $|\gamma|\ll\Omega$, so their energy grows at the rate $|\gamma|$, faster than that of the ions by the factor $(M+\Delta M)/\Delta M$. In the linear regime the cross term between free and driven velocities averages to zero for $\Omega\ne\omega$, so $\overline K=E_{\rm ad}+K_{\rm free}$. A harmonic mode has equal mean kinetic and potential energy, so the mean height above the BO surface is $E_0-E_{\rm ad}$.

The two errors are unequal. With the ions held at $T$, an overshoot costs an excess energy equal to the overshoot, while a sizable undershoot costs a multiple of order $\Omega^2/\omega^2$ of $K$. A target taken from $E_{\rm BP}$ errs on the cheaper side wherever $E_{\rm ad}\le E_{\rm BP}$. In a gapped system (10) supplies $E_{\rm ad}$ directly.

## Model test by CP dynamics

Independent electrons move in the well $-3\,{\rm sech}^2(x-R)$ on a Fourier grid; the ion has $M=2000\,m_e$ and bare frequency $0.003$ atu$^{-1}$, and $\mu=100$ Ha atu$^2$. The bound states are $\psi_0=\sqrt{3/4}\,{\rm sech}^2x$ at $-2$ Ha and $\psi_1=\sqrt{3/2}\,{\rm sech}\,x\tanh x$ at $-0.5$ Ha. With $t=\tanh x$, $dt={\rm sech}^2x\,dx$, $\psi_0'=-2\sqrt{3/4}\,{\rm sech}^2x\;t$ and $\psi_1'=\sqrt{3/2}\,{\rm sech}\,x\,(1-2t^2)$:

$$2T_0=3\int_{-1}^1(1-t^2)t^2dt=3\cdot\tfrac4{15}=\tfrac45,\qquad2T_1=\tfrac32\int_{-1}^1(1-2t^2)^2dt=\tfrac32\cdot\tfrac{14}{15}=\tfrac75,$$

$$\langle\psi_1|\psi_0'\rangle=-2\sqrt{\tfrac98}\int({\rm sech}^3x-{\rm sech}^5x)\,dx=-2\sqrt{\tfrac98}\Big(\frac\pi2-\frac{3\pi}8\Big)=-\frac\pi4\sqrt{\tfrac98}.$$

The square is $9\pi^2/128$ and enters (7) twice, for $ij=01$ and $10$. One orbital has $g=4/5$, the rigid value. Two orbitals of the same spin have $g=11/5-9\pi^2/64=0.81209$ bohr$^{-2}$ against the rigid $11/5$. The sum over states (9) on the grid reproduces both. The values below are taken from the numerical output.

For a free ion released at rest from $0.5$ bohr, one orbital gives $\langle K\rangle/\langle K_{\rm ion}\rangle=0.08014$ against $\Delta M/M=160/2000=0.08000$. Two orbitals give $0.08149$ against $162.42/2000=0.08121$, far from the rigid $440/2000=0.22$. The frequency with two orbitals is $2.8850\times10^{-3}$ atu$^{-1}$ against $0.003\sqrt{2000/2162.42}=2.8851\times10^{-3}$. $A$ stays zero in these runs. With $\gamma=0.002$ atu$^{-1}$ the energy decays at $1.505\times10^{-4}$ atu$^{-1}$, against $0.002\times162.42/2162.42=1.502\times10^{-4}$.

The driven case has two orbitals, $A=0.02$ bohr, $\omega=0.01$ atu$^{-1}$ and $E_{\rm ad}=\frac12\times100\times0.81209\times0.02^2\times0.01^2=1.624\times10^{-6}$ Ha.

| $\gamma$ (atu$^{-1}$) | $K/E_{\rm ad}$: CP, (13) | excess$/E_{\rm ad}$: CP, (13) |
|---|---|---|
| 0.02 | 1.0243, 1.0244 | 0.0634, 0.0634 |
| 0.3 | 0.8823, 0.8824 | 9.313, 9.314 |
| 1.0 | 0.4701, 0.4701 | 42.32, 42.32 |

Lowering $K$ by 12% relative to $E_{\rm ad}$ costs an excess of $9E_{\rm ad}$, and halving it costs $42E_{\rm ad}$. To leading order the first row and (14) give $[\Omega^{-2}]\approx0.0634/(0.01^2+0.02^2)\approx127$ atu$^2$, a few per cent too high because (14) drops higher orders, hence $2\omega^2[\Omega^{-2}]\approx0.025$, close to the observed $0.024$. The same number sizes the offset of the free run. A start at rest from $c=dR$ misses the driven amplitude $dA(1+\omega^2/\Omega^2)$ by $dA\,\omega^2/\Omega^2$, which excites a free mode of kinetic energy $\frac12\mu d^2A^2\omega^4/\Omega^2$, a fraction $\omega^2[\Omega^{-2}]$ of $E_{\rm ad}$. The total relative offset $3\omega^2[\Omega^{-2}]\approx3\times(2.885\times10^{-3})^2\times127\approx0.003$ matches $0.08149/0.08121-1\approx0.003$ in size; this is a comparison and not a test, and the amplitude lies outside the linear regime. With the ion fixed and the orbitals kicked, $\langle K\rangle=4.06\times10^{-5}$ Ha and $\langle E-E_{\rm BO}\rangle=4.07\times10^{-5}$ Ha.

## Worked example: Bi and Bi$_2$

The level of theory is PBE with the LANL2DZ basis and core potential, five valence electrons per atom. Spin-orbit coupling is left out, the basis is small and moves with the atoms, and $T_s$ refers to the pseudo-orbitals, so the numbers belong to this pseudopotential and basis and are not converged to the digits shown. With the same core potential and a larger basis (uncontracted, with diffuse $s$ and $p$ and two $d$ shells), the atomic $T_s$ moves from 1.604 to 1.616 Ha, $g$ from 0.817 to 0.818 bohr$^{-2}$ and $E_{\rm ad}/E_{\rm BP}$ from 0.764 to 0.760; the shifts for the dimer are larger and are given below. With $\mu=400$ Ha atu$^2$, $T=600$ K and $M=380948\,m_e$, the common factor is

$$\frac\mu Mk_BT=1.05001\times10^{-3}\times1.90009\times10^{-3}=1.9951\times10^{-6}\ {\rm Ha\ bohr^2}.$$

**Atom** (spin-unrestricted quartet, $s$ and three $p$ up, $s$ down). $T_s=0.3037+0.3033+3\times0.3324=1.6042$ Ha, and

$$E_{\rm BP}=2\times1.9951\times10^{-6}\times1.6042=6.401\times10^{-6}\ {\rm Ha}=0.174\ {\rm meV}.$$

A Gaussian velocity average of $2-2S_{ii}$ over translated orbitals gives $6.4009\times10^{-6}$ Ha. The $p$ orbital has $G$ eigenvalues $0.1330,\,0.1330,\,0.3989$ bohr$^{-2}$, which are $(1,1,3)/5$ of $2\times0.3324$. Per direction $G_{aa}=2T_s/3=1.0695$ bohr$^{-2}$. By parity the term removed in (7) is the $s$-$p$ coupling of the up channel, $0.2526$ bohr$^{-2}$, leaving $g=0.8169$ bohr$^{-2}$; a separate self-consistent calculation of the displaced atom confirms $g$ through (10). Then

$$E_{\rm ad}=1.9951\times10^{-6}\times3\times0.8169=4.889\times10^{-6}\ {\rm Ha}=0.133\ {\rm meV},$$

and $E_{\rm ad}/E_{\rm BP}=0.764$. Relative to the ionic $\frac32k_BT=2.850\times10^{-3}$ Ha, the two energies are $\Delta M/M=2.25\times10^{-3}$ (rigid) and $1.72\times10^{-3}$ (projected), so the neglected corrections of relative order $\mu g/M$ are about 0.2%. For 64 non-interacting atoms $E_{\rm BP}=4.10\times10^{-4}$ Ha (11.1 meV) and $E_{\rm ad}=3.13\times10^{-4}$ Ha (8.5 meV); with fixed centre of mass $E_{\rm BP}$ is $63/64$ of its value, $4.03\times10^{-4}$ Ha. These are free-atom numbers, not those of condensed bismuth.

**Dimer** (spin-restricted, bond along $z$ at the round value 5.0 bohr, near the rough bond length of 2.7 Å; step 0.02 bohr in (10)). By inversion symmetry $g_{11}=g_{22}$, and (8) reads $4g_{11}=g_{\rm tr}+g_{\rm rel}$, with $g_{\rm tr}$ from the integrals in (7) and the other two from displaced self-consistent solutions. In bohr$^{-2}$, along $x$: $4\times0.8594=3.4376$ against $1.6481+1.7897=3.4378$; along $z$: $4\times0.6717=2.6868$ against $1.1504+1.5363=2.6867$. Per atom, with $T_s=3.1760$ Ha for the molecule and all six degrees of freedom thermal,

$$E_{\rm BP}=1.9951\times10^{-6}\times3.1760=6.336\times10^{-6}\ {\rm Ha}=0.172\ {\rm meV},$$

$$E_{\rm ad}=1.9951\times10^{-6}\times(2\times0.8594+0.6717)=4.769\times10^{-6}\ {\rm Ha}=0.130\ {\rm meV}.$$

The ratio is $0.753$, against the atomic $0.764$; $g$ is $0.859$ across the bond and $0.672$ along it, against $0.817$ for the atom. These values depend on the basis. In the larger basis $T_s$ is $3.165$ Ha, $g$ is $0.813$ across and $0.685$ along the bond against $0.818$ for the atom, the ratio is $0.730$ against the atomic $0.760$, the Kohn-Sham gap is $0.075$ Ha, and $E_{\rm BP}-E_{\rm ad}$ is $1.7\times10^{-6}$ Ha per atom. The drop of $g$ along the bond is found in both bases; the rise across the bond appears only in the small one. The cross term $g_{12}=(g_{\rm tr}-g_{\rm rel})/4$ is negative along the bond ($-0.096$, and $-0.115$ in the larger basis), while across the bond it goes from $-0.035$ to nearly zero; it drops out of (2) at leading order. The Kohn-Sham gap of $0.0783$ Ha gives $\sqrt{\Delta\varepsilon/\mu}=1.40\times10^{-2}$ atu$^{-1}$, an independent-electron estimate of the lowest orbital frequency and not a Hessian eigenvalue. The vibrational frequency of the molecule is roughly $8\times10^{-4}$ atu$^{-1}$, so $\omega^2/\Omega^2$ is of order $10^{-3}$ to $10^{-2}$ and (2) applies. A target $E_0=E_{\rm BP}$ would here leave $6.336\times10^{-6}-4.769\times10^{-6}\approx1.6\times10^{-6}$ Ha per atom in free orbital motion and, in the harmonic regime, the same amount as mean height above the BO surface.

## Numbers as computed

```
model: mu=100 Ha atu^2, M=2000 m_e, bare w0=0.003 1/atu, amplitude 0.5 bohr
model levels: -2.00000, -0.50000 Ha; 2T: 0.80000, 1.40000 bohr^-2
n=1: g=0.80000 bohr^-2, dM=160.00 m_e, rigid dM=160.00 m_e
n=1: CP <K>/<Kion>=0.08014, dM/M=0.08000, rigid=0.08000
n=1: CP w=2.886675e-03, predicted=2.886751e-03 1/atu
n=2: g=0.81209 bohr^-2, dM=162.42 m_e, rigid dM=440.00 m_e
n=2: CP <K>/<Kion>=0.08149, dM/M=0.08121, rigid=0.22000
n=2: CP w=2.884993e-03, predicted=2.885137e-03 1/atu
n=2: lowest Omega=0.0707 1/atu
drag n=2, gamma=0.002 1/atu: CP rate=1.5052e-04, predicted=1.5022e-04 1/atu
driven n=2: A=0.02 bohr, w=0.01 1/atu, E_ad=1.6242e-06 Ha
 gamma=0.02 1/atu: K/E_ad CP 1.0243 formula 1.0244; excess/E_ad CP 0.0634 formula 0.0634
 gamma=0.3 1/atu: K/E_ad CP 0.8823 formula 0.8824; excess/E_ad CP 9.3133 formula 9.3139
 gamma=1.0 1/atu: K/E_ad CP 0.4701 formula 0.4701; excess/E_ad CP 42.3171 formula 42.3197
free orbital motion: <K>=4.0586e-05 Ha, <E-E_BO>=4.0655e-05 Ha
Bi: mu=400 Ha atu^2, T=600 K, kT=1.90009e-03 Ha
Bi: M=208.980 u = 380948 m_e, mu/M=1.05001e-03 bohr^2
Bi T: s up 0.3037, s down 0.3033, each p 0.3324, Ts 1.6042 Ha
Bi p orbital G eigenvalues: 0.1330 0.1330 0.3989 bohr^-2
Bi: 2Ts/3=1.0695, g=0.8169, removed=0.2526 bohr^-2
Bi: E_BP=6.4011e-06 Ha = 0.1742 meV; from overlaps 6.4009e-06 Ha
Bi: E_ad=4.8892e-06 Ha = 0.1330 meV; from overlaps 4.8890e-06 Ha
Bi: E_ad/E_BP=0.7638, ionic 3kT/2=2.8501e-03 Ha
Bi: rigid dM/M=2.2459e-03, projected dM/M=1.7154e-03
64 free Bi: E_BP=4.0967e-04 Ha = 11.15 meV, E_ad=3.1291e-04 Ha = 8.51 meV
64 free Bi, fixed centre of mass: E_BP=4.0327e-04 Ha
Bi2 x: g single 0.8594, translation 1.6481, relative 1.7897 bohr^-2
Bi2 z: g single 0.6717, translation 1.1504, relative 1.5363 bohr^-2
Bi2: bond=5.0 bohr, step=0.02 bohr, Ts=3.1760 Ha
Bi2: KS gap=0.0783 Ha, sqrt(gap/mu)=1.3995e-02 1/atu
Bi2 per atom: E_BP=6.3365e-06 Ha = 0.1724 meV
Bi2 per atom: E_ad=4.7694e-06 Ha = 0.1298 meV
Bi2: E_ad/E_BP=0.7527
```
